# Superfluid stiffness and penetration depth of an s-wave electron–phonon superconductor, part 1

(Sections cited here and not found follow in the second part.)

Q: London's argument gives a penetration depth from \(n/m\), and I expected every electron of a clean metal to be superfluid at zero temperature. What happens when phonons cause the pairing? First say what quantity we compute.

A: The stiffness \(D\), defined by \(\mathbf j=-D\mathbf A\) for a static transverse vector potential in the limit of long wavelength. The superfluid density is defined from it by \(D=n_se^2/m\), with \(m\) the band mass. Ampère's law \(\nabla\times\mathbf B=\mu_0\mathbf j\) becomes \(\nabla^2\mathbf A=\mu_0D\mathbf A\), so the London depth obeys \(\lambda_L^{-2}=\mu_0D\).

Take \(\hbar=k_B=1\), \(\mathbf A\) along \(x\), carrier charge \(e\), and \(q=-eA\), so that minimal coupling sends \(\xi_k\to\xi_{k+q}\), with \(\xi_k=\varepsilon_k-\mu\). If \(\mathcal F\) is the grand potential per volume, \(j=-\partial\mathcal F/\partial A=e\,\partial\mathcal F/\partial q\). Setting this equal to \(-DA=Dq/e\) gives
\[
\frac{\partial\mathcal F}{\partial q}=\frac{D}{e^2}\,q .
\]
The density does not change at first order in \(q\), by inversion symmetry, so fixed \(\mu\) and fixed \(n\) give the same \(D\).

Use the spinor \(\psi_k=(c_{k\uparrow},c^\dagger_{-k\downarrow})\). The down-spin energy is \(\xi_{-k+q}c^\dagger_{-k\downarrow}c_{-k\downarrow}=\xi_{k-q}(1-\psi_2^\dagger\psi_2)\), where inversion symmetry gave \(\xi_{-k+q}=\xi_{k-q}\). The constant \(\sum_k\xi_{k-q}\) runs over the whole Brillouin zone and does not depend on \(q\). Hence \(H_k(q)=\mathrm{diag}(\xi_{k+q},-\xi_{k-q})\). With \(v=\partial\varepsilon/\partial k_x\), \(\varepsilon''=\partial v/\partial k_x\) and Pauli matrices \(\tau_i\),
\[
H_k=\xi\tau_3+qv\,\mathbb 1+O(q^2),\qquad \partial_qH_k=\mathrm{diag}(v_{k+q},v_{k-q})=v\,\mathbb 1+q\varepsilon''\tau_3+O(q^2).
\]
If the electron–phonon matrix element depends only on the transfer \(k-k'\), the interaction does not contain \(q\), and the Hellmann–Feynman theorem gives exactly
\[
\frac{\partial\mathcal F}{\partial q}=T\sum_{n}\sum_k\mathrm{Tr}\,[G(k,i\omega_n)\,\partial_qH_k],\qquad \omega_n=(2n+1)\pi T,
\]
with \(n\) over all integers and \(\sum_k\) per volume. No convergence factor is needed, because the \(1/i\omega_n\) tail of \(G\) multiplies \(\sum_k(v_{k+q}+v_{k-q})=0\).

Q: That is exact but empty until you give \(G\). What is approximated?

A: The self-energy, taken at the Migdal–Eliashberg level: one phonon line, the full \(G\), a bare electron–phonon vertex, and a phonon propagator that \(A\) does not alter. This needs \(\lambda\Omega\ll E_F\). For an Einstein phonon of energy \(\Omega\) the propagator is \(-2\Omega/(\Omega^2+\nu^2)\), the density vertex in the spinor basis is \(\tau_3\), and \(\Sigma=-T\sum|g_{ep}|^2(\text{propagator})\,\tau_3G\tau_3\). With \(N_0\) the density of states per spin, \(\lambda=2N_0|g_{ep}|^2/\Omega\) and, for now, a momentum-independent \(g_{ep}\),
\[
\Sigma_n=\frac{T}{N_0}\sum_{m}\lambda(n-m)\sum_{k'}\tau_3G(k',i\omega_m)\tau_3,\qquad \lambda(n-m)=\frac{\lambda\Omega^2}{\Omega^2+(\omega_n-\omega_m)^2}.
\]
At \(q=0\) write \(\Sigma_n=i(\omega_n-\tilde\omega_n)+\chi_n\tau_3+\phi_n\tau_1\) for a real s-wave gap, and \(b=\xi+\chi\). Then \(G^{-1}=i\omega-H-\Sigma=i\tilde\omega-b\tau_3-\phi\tau_1\). Since \(\tau_1\) and \(\tau_3\) anticommute, \((i\tilde\omega-b\tau_3-\phi\tau_1)(i\tilde\omega+b\tau_3+\phi\tau_1)=-\Theta\) with \(\Theta=\tilde\omega^2+b^2+\phi^2\), so
\[
G=-\frac{i\tilde\omega+b\tau_3+\phi\tau_1}{\Theta},\qquad \tau_3G\tau_3=-\frac{i\tilde\omega+b\tau_3-\phi\tau_1}{\Theta}.
\]
For a band wide compared with \(\Omega\) and \(\phi\), \(\sum_k\to N_0\int d\xi\). If the band extends equally far on both sides of the Fermi level, the \(\tau_3\) part is odd in \(\xi\) and \(\chi=0\); otherwise \(\chi\) tends to a constant, which is absorbed in \(\mu\). In both cases \(\int d\xi\,(\xi^2+E^2)^{-1}=\pi/E\) with \(E=\sqrt{\tilde\omega^2+\phi^2}\). Matching the coefficients of \(\mathbb 1\) and \(\tau_1\),
\[
\tilde\omega_n=\omega_n+\pi T\sum_m\lambda(n-m)g_m,\qquad \phi_n=\pi T\sum_m[\lambda(n-m)-\mu^*]f_m,
\]
with \(g=\tilde\omega/E\), \(f=\phi/E\). The Coulomb pseudopotential \(\mu^*\) is an isotropic instantaneous repulsion in the pair channel, with the sum cut at \(|\omega_m|<\omega_c\). Defining \(\tilde\omega=Z\omega\), \(\phi=Z\Delta\) and \(R=\sqrt{\omega^2+\Delta^2}\) gives \(E=ZR\), \(g=\omega/R\), \(f=\Delta/R\).

Q: The self-energy itself responds to \(q\). You cannot just vary the bare Hamiltonian.

A: It is kept. To first order \(\delta(G^{-1})=-(qv+\delta\Sigma)\), and \(\delta G=-G\,\delta(G^{-1})\,G=G(qv+\delta\Sigma)G\). Insert this and \(\partial_qH\). The zeroth-order term \(\sum_kv\,\mathrm{Tr}\,G\) vanishes because \(v\) is odd in \(k\) and \(G\) is even. What remains is
\[
\frac{\partial\mathcal F}{\partial q}=T\sum_{n,k}\Big\{q\varepsilon''\,\mathrm{Tr}[\tau_3G]+qv^2\,\mathrm{Tr}[GG]+v\,\mathrm{Tr}[G\,\delta\Sigma\,G]\Big\}.
\]
For momentum-independent coupling the right side of the self-energy equation does not contain \(k\), so \(\delta\Sigma\) is independent of \(k\). The last term is then odd in \(k\) and sums to zero. The first term is the diamagnetic one, the second the paramagnetic one.

Q: The diamagnetic term samples the whole band and the paramagnetic one lives near the Fermi surface. How do they combine?

A: By an integration by parts at each frequency. A periodic function has \(\sum_k\partial_{k_x}(v\,\mathrm{Tr}\,\tau_3G)=0\). Because \(\Sigma\) has no \(k\) dependence, \(\partial_{k_x}G^{-1}=-v\tau_3\) and \(\partial_{k_x}G=vG\tau_3G\). Therefore
\[
\sum_k\varepsilon''\,\mathrm{Tr}[\tau_3G]=-\sum_kv^2\,\mathrm{Tr}[\tau_3G\tau_3G],\qquad \frac{D}{e^2}=T\sum_{n,k}v^2\,\mathrm{Tr}\big[G\,(G-\tau_3G\tau_3)\big].
\]
From the two forms above, \(G-\tau_3G\tau_3=-2\phi\tau_1/\Theta\). In the trace with \(G\) only its \(\tau_1\) part survives, since \(\mathrm{Tr}\,\tau_1=\mathrm{Tr}\,\tau_3\tau_1=0\) and \(\mathrm{Tr}\,\tau_1^2=2\). The trace is \((-\phi/\Theta)(-2\phi/\Theta)\cdot2\), so
\[
\frac{D}{e^2}=T\sum_{n,k}v^2\,\frac{4\phi_n^2}{[\tilde\omega_n^2+(\xi+\chi_n)^2+\phi_n^2]^2}.
\]
This holds for any band with a local self-energy. It vanishes identically for \(\phi=0\): in the normal state the two terms cancel frequency by frequency.

In the wide band, differentiate \(\int d\xi\,(\xi^2+E^2)^{-1}=\pi(E^2)^{-1/2}\) with respect to \(E^2\) to get \(\int d\xi\,(\xi^2+E^2)^{-2}=\pi/2E^3\). The integrand is confined to \(|\xi|\lesssim E\), so \(v^2\) is replaced by its Fermi-surface average. Then \(4\cdot\pi/2=2\pi\) and \(\phi^2/E^3=Z^2\Delta^2/Z^3R^3\) give
\[
D=2e^2N_0\langle v_x^2\rangle\,S,\qquad S=\pi T\sum_{n=-\infty}^{\infty}\frac{\Delta_n^2}{Z_n(\omega_n^2+\Delta_n^2)^{3/2}} .
\]
If the band is parabolic near the Fermi level, \(N_0=mk_F/2\pi^2\), \(\langle v_x^2\rangle=k_F^2/3m^2\), and \(2N_0\langle v_x^2\rangle=k_F^3/3\pi^2m=n/m\). So \(n_s/n=S\) and \(D/e^2=(n/m)S\). The sum is a pure number, the superfluid fraction. The quantity with the dimension of \(n/m\) is the stiffness.

Q: Signs and factors of two are easy to lose there. Has it been checked without these steps?

A: Yes, by the numerical check. It solves the full matrix self-energy on a ring with \(\varepsilon=-2t\cos k\) at small finite \(q\) and evaluates the current from the Hellmann–Feynman expression, with \(\lambda=1\), \(T=0.03\,\Omega\) and frequencies cut at \(10\,\Omega\). At \(t=4\Omega\), \(\mu=-2\Omega\), where \(|\chi|\) reaches \(0.12\,\Omega\), the ratio \(j/q\) and the \(4\phi^2/\Theta^2\) formula both give \(2.53374\,\Omega\); agreement to \(10^{-4}\) relative is asserted, as is the integration by parts at each frequency.

At half filling \(N_0=1/2\pi t\) and \(v=2t\), so \(2N_0v^2=4t/\pi\). The average of \((E^2+4t^2\cos^2k)^{-1}\) is \(1/(E\sqrt{E^2+4t^2})\), which differs from \(\pi N_0/E=1/2tE\) at relative order \(E^2/t^2\). The ring gives \(S=0.5027\) at \(t=10\Omega\) and \(0.5013\) at \(t=20\Omega\), against \(0.5008\) from the sum: errors of about \(0.4\%\) and \(0.1\%\) of the wide-band value. The program asserts that doubling \(t\) cuts the error by more than \(2.5\).

Q: Does it reduce to BCS theory, where the normal fraction is the Yosida integral?

A: Put \(Z=1\), \(\Delta\) constant, \(\mathcal E^2=\xi^2+\Delta^2\), and let \(n_F\) be the Fermi function. Differentiating \(T\sum_n(i\omega_n-x)^{-1}=n_F(x)-\tfrac12\) gives \(n_F'(x)=T\sum_n(i\omega_n-x)^{-2}=T\sum_n(x^2-\omega_n^2)/(x^2+\omega_n^2)^2\), the odd imaginary part having cancelled. At fixed \(n\), since \(\mathcal E^2-\omega^2=(\xi^2+R^2)-2\omega^2\),
\[
\int d\xi\,\frac{\mathcal E^2-\omega^2}{(\xi^2+R^2)^2}=\frac{\pi}{R}-\frac{\pi\omega^2}{R^3}=\frac{\pi\Delta^2}{R^3}.
\]
Sum and integral cannot be exchanged directly, because the summand falls only as the inverse square of the distance in the \((\xi,\omega)\) plane. After subtracting the \(\Delta=0\) expression it falls as the inverse fourth power and the exchange is allowed. The subtracted term gives \(0\) when \(\xi\) is integrated first and \(\int n_F'(\xi)d\xi=-1\) when the sum is done first. Hence \(\int n_F'(\mathcal E)d\xi+1=S\), that is \(S=1-\int d\xi\,(-\partial n_F/\partial\mathcal E)\). At \(T/\Delta=0.4\) the sum and the quadrature both give \(0.667354\).

Q: So BCS has \(n_s=n\) at \(T=0\). What does retardation do to that?

A: As \(T\to0\) the spacing \(2\pi T\) shrinks, and \(\pi T\sum_n\to\tfrac12\int_{-\infty}^\infty d\omega=\int_0^\infty d\omega\) for an even summand. Write \(S=W\langle1/Z\rangle\), where \(W=\pi T\sum\Delta^2/R^3\) is the total weight and the average uses the weight \(\Delta^2/R^3\). For constant \(\Delta\) the weight is \(d(\omega/R)/d\omega\), so \(W=1\), and half of it lies below \(\omega=\Delta/\sqrt3\). When \(r=\Delta/\Omega\ll1\), only \(Z\) at \(\omega\ll\Omega\) matters. There \(g\) may be replaced by \(\mathrm{sgn}\,\omega'\) over almost all of the range \(\Omega\) of the kernel:
\[
\tilde\omega=\omega+\tfrac12\Big[\int_{-\omega}^\infty-\int_{\omega}^\infty\Big]\lambda(\nu)\,d\nu=\omega+\lambda\Omega\arctan\frac{\omega}{\Omega},\qquad Z=1+\lambda-\frac{\lambda\omega^2}{3\Omega^2}+\dots
\]
To leading order in \(r\), therefore,
\[
S(0)\simeq\frac1{1+\lambda},\qquad \frac{D}{e^2}\simeq\frac{n}{m(1+\lambda)} .
\]
One may read this as all \(n\) electrons moving with the mass \(m(1+\lambda)\), or as a fraction \(1/(1+\lambda)\) moving with the band mass. The penetration depth measures only the ratio. No theorem protects \(n/m\), because the phonons belong to a lattice at rest and the electrons alone are not Galilean invariant.

Q: "Leading order" needs a size and a sign for the next order.

A: Three terms enter, each with a factor \(r^2L\), where \(L=\ln(1/r)\) comes from the range \(\Delta\ll\omega\ll\Omega\).

First, the curvature of \(Z\). The weighted mean of \(\omega^2\) is \(\int^\Omega\omega^2\Delta^2R^{-3}d\omega\simeq\Delta^2L\), so \(\langle Z\rangle\) falls by \(\lambda r^2L/3\).

Second, \(g<1\). Folding onto positive \(\omega'\), the extra term in \(\tilde\omega\) is \(\int_0^\infty\tfrac12[\lambda(\omega-\omega')-\lambda(\omega+\omega')](g-1)d\omega'\). With \(\lambda(\nu)\simeq\lambda(1-\nu^2/\Omega^2)\) the kernel is \(2\lambda\omega\omega'/\Omega^2\), and \(g-1\simeq-\Delta^2/2\omega'^2\), so \(\delta Z=-\lambda r^2L\). These two raise \(S\).

Third, the frequency dependence of \(\Delta\). Differentiating \(g=\omega/R\) gives \(g'=(\Delta^2-\omega\Delta\Delta')/R^3\), and \(\int_0^\infty g'd\omega=1\), so \(W=1+\int_0^\infty\omega\Delta\Delta'R^{-3}d\omega\). With \(\Delta(\omega)\simeq\Delta(0)(1-c_\Delta\omega^2/\Omega^2)\) this is \(1-2c_\Delta r^2L\), which lowers \(S\) when the gap falls with frequency. Together,
\[
S(1+\lambda)-1\simeq r^2L\left[\frac{4\lambda}{3(1+\lambda)}-2c_\Delta\right]
\]
when only the logarithmic part of each term is kept. This is an estimate of size, not a controlled coefficient. For \(\mu^*=0\) the gap equation ties \(L\) to roughly \((1+\lambda)/\lambda\), so at weak coupling the first term in the bracket contributes only at order \(r^2\), like the non-logarithmic terms left out. What the program asserts, for \(\mu^*=0\), \(\omega_c=15\Omega\) and \(\Delta_0/T>11\) (index \(0\) for the lowest frequency), is \(Z_0<1+\lambda\), \(W<1\) and the bound \(|S(1+\lambda)-1|<2r^2L\).

| \(\lambda\) | \(r\) | \(Z_0\) | \(W\) | \(S(1+\lambda)-1\) | bound |
|---|---|---|---|---|---|
| 0.4 | 0.0418 | 1.3982 | 0.9949 | −0.0034 | 0.0111 |
| 0.6 | 0.1042 | 1.5885 | 0.9830 | −0.0079 | 0.0491 |
| 1.0 | 0.2375 | 1.9378 | 0.9594 | −0.0016 | 0.1621 |
| 1.5 | 0.3908 | 2.3242 | 0.9397 | +0.0285 | 0.2870 |

For these four couplings the deviation stays below a third of the bound, and it changes sign between \(\lambda=1\) and \(1.5\). This is not general. The ratio to the bound rises to about \(0.55\) at \(\lambda=0.2\). At strong coupling the deviation is \(+0.07\) for \(\lambda=2\) and \(+0.16\) for \(\lambda=3\), and the bound, which vanishes as \(r\to1\), fails at \(\lambda=4\). At \(\lambda=1\) the weight is \(4\%\) below one, while \((1+\lambda)\langle1/Z\rangle=0.9984/0.9594=1.041\). The accuracy of \(1/(1+\lambda)\) there is a cancellation of two \(4\%\) effects in this Einstein model, not the smallness of each.

For a clean wide-band superconductor with momentum-independent coupling, the stiffness at \(T=0\) and \(\Delta\ll\Omega\) is \(D/e^2\simeq n/m(1+\lambda)\) to leading order. What remains is the effect of angle-dependent coupling and of impurities, and a numerical example.
